# A drive with no linear density response and the Runge-Gross theorem

## Problem

Two noninteracting fermions of mass $m$ and equal spin occupy a one-dimensional box with hard walls at $x=0$ and $x=L$. The orbitals and energies are

$$
\varphi_a(x)=\sqrt{\tfrac{2}{L}}\,\sin\frac{a\pi x}{L},\qquad \varepsilon_a=a^2E_1,\qquad E_1=\frac{\pi^2\hbar^2}{2mL^2}.
$$

In the ground state, levels 1 and 2 are filled. A weak perturbation $v(x)\cos\omega t$, with $v$ real and smooth, acts on the particles. The *steady* first-order response is the part of the density change that oscillates at the drive frequency. It is defined for every $v$ when $\omega$ differs from all transition frequencies, which is assumed here.

(a) Find the condition on $v$ and $\omega$ for the steady first-order density response to vanish at every $x$.

(b) Show that a nonconstant $v$ satisfies it at an isolated frequency, construct this $v$, and show that no lower frequency will do.

(c) Explain how particles can be driven without any first-order change of density.

(d) The Runge-Gross theorem says that, for a fixed initial state, two potentials that are Taylor expandable about the initial time and differ by more than a function of time alone produce different densities. The potentials $0$ and $v(x)\cos\omega t$ both seem to give the ground-state density. Resolve the conflict.

(e) Evaluate the results for electrons with $L=1$ nm and a peak potential of 1 meV.

## Solution

### (a) Zero response as a current law

Let $i$ label filled and $a$ empty levels, with $\Omega_{ia}=(\varepsilon_a-\varepsilon_i)/\hbar$ and $v_{ia}=\int_0^L\varphi_i v\varphi_a\,dx$. Write the perturbed orbital as

$$
\psi_i=e^{-i\varepsilon_it/\hbar}\Big[\varphi_i+\sum_a c_{ia}(t)\,e^{-i\Omega_{ia}t}\varphi_a\Big].
$$

To first order, the Schrödinger equation gives $i\hbar\,\dot c_{ia}=v_{ia}e^{i\Omega_{ia}t}\cos\omega t$. Splitting the cosine into exponentials and integrating without a free constant gives the steady solution

$$
c_{ia}=-\frac{v_{ia}}{2\hbar}\left[\frac{e^{i(\Omega_{ia}+\omega)t}}{\Omega_{ia}+\omega}+\frac{e^{i(\Omega_{ia}-\omega)t}}{\Omega_{ia}-\omega}\right].\tag{1}
$$

The density change is $2\sum\varphi_i\varphi_a\,\mathrm{Re}(c_{ia}e^{-i\Omega_{ia}t})$. The real part contains $\cos\omega t$ times $1/(\Omega_{ia}+\omega)+1/(\Omega_{ia}-\omega)=2\Omega_{ia}/(\Omega_{ia}^2-\omega^2)$, so

$$
\delta n=-\cos\omega t\sum_{ia}C_{ia}\,v_{ia}\,\varphi_i\varphi_a,\qquad C_{ia}=\frac{2\Omega_{ia}}{\hbar(\Omega_{ia}^2-\omega^2)}.\tag{2}
$$

Admixtures of one filled level into another drop out, because exchanging the two levels reverses the sign of $\Omega$; a level mixed with itself has $\Omega=0$.

Expand $v=\sum_{k\ge1}v_k\cos(k\pi x/L)$, leaving out the uniform part, which does nothing. The product formula for sines gives

$$
\varphi_i\varphi_a=\frac1L\left[\cos\frac{(a-i)\pi x}{L}-\cos\frac{(a+i)\pi x}{L}\right],\qquad v_{ia}=\frac{v_{a-i}-v_{a+i}}{2},
$$

where the second relation uses $\int_0^L\cos^2(k\pi x/L)\,dx=L/2$. Insert both into (2). The cosines are linearly independent, so each coefficient must vanish separately:

$$
\sum_{k'}C_{kk'}\,(v_k-v_{k'})=0\quad\text{for every }k\ge1.\tag{3}
$$

This is Kirchhoff's current law. Node $k$ has potential $v_k$, and the transition $i\to a$ is a conductance $C_{ia}$ joining nodes $a-i$ and $a+i$. With $\nu=\hbar\omega/E_1$ and $g=a^2-i^2$,

$$
C_{ia}=\frac{1}{E_1}\,\frac{2g}{g^2-\nu^2}.
$$

A transition above the drive frequency is an ordinary positive conductance; one below it is negative. The links join nodes of equal parity, so even $k$ (potentials symmetric about the box centre) and odd $k$ can be treated separately.

Multiplying (2) by $v$ and integrating gives a further useful fact: a null potential obeys

$$
\sum_{ia}C_{ia}v_{ia}^2=0.\tag{4}
$$

If all conductances are positive, every $v_{ia}$ vanishes. The case $i=1$ then gives $v_k=v_{k+2}$ for $k\ge2$. The coefficients of a smooth $v$ tend to zero, so these are all zero, and $i=2$, $a=3$ gives $v_1=v_5=0$. Then $v$ is constant. A nontrivial null therefore needs a drive above at least one transition.

It also needs more than one particle. With only level 1 filled, the links are $1$–$3$, $3$–$5$, … and $2$–$4$, $4$–$6$, …: two open chains. The end node has one link, which can carry no current, so neither can the next link, and so on; all node potentials in a chain are equal and $v$ is constant. With two particles the network has loops.

### (b) Construction of the silent potential

**The two links of node 2.** Take the even nodes and $12<\nu<24$. Node 2 is joined only to node 4 (transition $1\to3$, $g=8$) and to node 6 ($2\to4$, $g=12$). Both conductances are negative; all others in the even network are positive, the next transition being $1\to5$ with $g=24$. Since node 2 passes on all the current it receives, its two links act in series between nodes 4 and 6:

$$
\frac1{C_{13}}+\frac1{C_{24}}=E_1\left[\frac{64-\nu^2}{16}+\frac{144-\nu^2}{24}\right]=-R_2,\qquad R_2=E_1\left(\frac{5\nu^2}{48}-10\right).\tag{5}
$$

Let $C_{\rm rest}(\nu)=1/R_{\rm rest}$ be the conductance between nodes 4 and 6 of the remaining positive network. Current balance at node 4 reads $(v_4-v_6)(C_{\rm rest}-1/R_2)=0$. If $v_4=v_6$, no current enters the rest network and $v$ is constant. A nontrivial null thus requires

$$
R_{\rm rest}(\nu)=R_2(\nu).\tag{6}
$$

**One crossing.** For a positive network, $C_{\rm rest}$ is the minimum of $\sum C_{kk'}(v_k-v_{k'})^2$ over node potentials with $v_4-v_6=1$; setting the derivative with respect to each free $v_k$ to zero reproduces (3). Two consequences follow.

First, every positive conductance grows with $\nu$, so $C_{\rm rest}$ grows, continuously. Second, any trial choice gives an upper bound. Set all $v_k$ with $k\ge8$ equal, which short-circuits these nodes. At $\nu=12$ the direct link $4$–$6$ has $E_1C=48/432=0.1111$. Node 4 is tied to the shorted block by $g=32$, with $E_1C=64/880=0.0727$. Node 6 is tied to it by $g=48$ and $g=60$, with $E_1C=96/2160+120/3456=0.0792$. Hence

$$
E_1C_{\rm rest}(12)\le0.1111+\frac{0.0727\times0.0792}{0.0727+0.0792}=0.149.\tag{7}
$$

From (5), $E_1/R_2(12)=1/5=0.2$, which is larger. As $\nu\to24$, the direct link diverges and so does $C_{\rm rest}$, while $E_1/R_2$ falls to $1/50$. One side of (6) rises and the other falls, so there is exactly one crossing $\nu_0$ in this interval for symmetric potentials. The minimizing node potentials are unique up to a shift, so $v$ is fixed up to a factor and an additive constant.

**Smoothness.** Since $g=a^2-i^2=(a-i)(a+i)$ is the product of the joined node numbers, $C_{kk'}\simeq2/(E_1kk')$ for large $k$. The neighbours are $k\pm2$ and $k\pm4$. Multiplying (3) by $E_1k/2$ and setting $w_k=v_k/k$ gives

$$
k\,w_k\sum_{k'}\frac1{k'}=\sum_{k'}w_{k'}\quad\Rightarrow\quad4w_k\simeq w_{k+2}+w_{k-2}+w_{k+4}+w_{k-4}.
$$

For $w_k\propto z^{k/2}$ and $s=z+1/z$, this is $4=s+s^2-2$, or $(s-2)(s+3)=0$.

The root $s=-3$ gives $z=-(3\mp\sqrt5)/2$, one decaying and one growing solution. The growing one is excluded because the minimized sum must be finite.

The root $s=2$ describes slow variation. The current through the network is then proportional to $k^{-2}\,dv/dk$ and must be constant, so $v_k\to A+Bk^3$. The cubic part also makes the sum diverge, so $B=0$. The constant $A$ can be subtracted from all even $v_k$ without changing any $v_{ia}$: equal even coefficients describe delta spikes at the walls, where the orbitals vanish, plus a uniform potential. What remains is a tail in which $v_k/k$ is multiplied by

$$
-\frac{3-\sqrt5}{2}=-0.382\tag{8}
$$

per step of two in $k$. The Fourier series converges exponentially and $v$ is smooth.

**No lower frequency.** For symmetric potentials with $\nu<8$ all conductances are positive and (4) forbids a null.

For $8<\nu<12$ only the link $2$–$4$ is negative, with magnitude $16/[E_1(\nu^2-64)]>0.2/E_1$. A null would require this to equal the conductance between nodes 2 and 4 of the positive part. There the current must pass through link $2$–$6$ and then through the rest network from 6 to 4. A series connection conducts less than either member, so this conductance is below $C_{\rm rest}(\nu)\le C_{\rm rest}(12)\le0.149/E_1$. The two cannot be equal.

For antisymmetric potentials, node 1 has a single link, to node 5 (transition $2\to3$, $g=5$). Equation (3) at $k=1$ forces $v_1=v_5$ and removes this link from (4). The next odd-network transition is $1\to4$ with $g=15$, so for $\nu<15$ every remaining conductance is positive. The remaining $v_{ia}$ vanish, and with $v_{23}=0$ as well, $v$ is constant. It remains to show that $\nu_0<15$. The minimized sum defining $C_{\rm rest}$ contains the direct link $4$–$6$ at unit potential difference, so $E_1C_{\rm rest}(15)\ge48/(576-225)=0.137$, while (5) gives $E_1/R_2(15)=1/13.44=0.074$. At $\nu=15$ the rest conductance already exceeds $1/R_2$, so the crossing lies in $12<\nu_0<15$, where no antisymmetric null exists. Therefore $\nu_0$ is the lowest nonresonant null.

### (c) What balances the force

For an orbital in a potential $V$, the current is $j=(\hbar/m)\,\mathrm{Im}\,\psi^*\psi'$. Inserting $\dot\psi=(i\hbar/2m)\psi''-(i/\hbar)V\psi$ into its time derivative gives

$$
m\,\partial_tj=-|\psi|^2V'+\frac{\hbar^2}{2m}\mathrm{Re}\left(\psi^*\psi'''-\psi^{*\prime\prime}\psi'\right).
$$

The last bracket has real part $\partial_x[\mathrm{Re}\,\psi^*\psi''-|\psi'|^2]$, and $\mathrm{Re}\,\psi^*\psi''=\tfrac12(|\psi|^2)''-|\psi'|^2$. Summed over filled orbitals,

$$
m\,\partial_tj=-nV'-\partial_x\Pi,\qquad\Pi=\frac{\hbar^2}{m}\left[\sum_i|\psi_i'|^2-\frac{n''}{4}\right],\tag{9}
$$

where $\Pi$ is the momentum flux.

In the silent steady motion $\delta n=0$. Continuity, $\partial_t\delta n=-\partial_x\delta j$, makes $\delta j$ uniform, and it vanishes at the walls, so $\delta j=0$ everywhere. To first order (9) becomes

$$
n_0v'\cos\omega_0t+\partial_x\delta\Pi=0.
$$

The particles do feel the force. The orbitals oscillate so that their momentum flux cancels it at each point, while their separate density changes cancel in the sum.

### (d) Why Runge-Gross is not contradicted

**The initial states differ.** At $t=0$, equation (1) gives the admixtures

$$
c_{ia}(0)=-\frac{v_{ia}\Omega_{ia}}{\hbar(\Omega_{ia}^2-\omega_0^2)}.\tag{10}
$$

The silent motion starts from this *dressed* state, not from the ground state. The pairs (ground state, potential $0$) and (dressed state, $v\cos\omega_0t$) share a density to first order, but the theorem makes no statement about pairs with different initial states. The drive itself is Taylor expandable; that condition is not what fails.

**Same initial state: the ground state.** Switch the drive on at $t=0$. Now $c_{ia}$ must start at zero, so the constant (10) is subtracted from (1):

$$
\delta n=-\sum_{ia}C_{ia}v_{ia}\varphi_i\varphi_a(\cos\omega_0t-\cos\Omega_{ia}t)=\sum_{ia}C_{ia}v_{ia}\varphi_i\varphi_a\cos\Omega_{ia}t.\tag{11}
$$

The part at $\omega_0$ is absent by construction; free oscillations remain and, in this finite system, do not decay. They cannot cancel at all times, although they do at $t=0$ and, because every $g$ in the even network is a multiple of 4, again at each multiple of $\pi\hbar/2E_1$. At $t=0$ the orbitals are undisturbed, so $\delta\Pi=0$, and (9) with continuity gives

$$
\partial_t^2\delta n\big|_{t=0}=\frac1m\,\partial_x(n_0v'),\qquad\delta n\simeq\frac{t^2}{2m}\,\partial_x(n_0v').\tag{12}
$$

If the right side vanished everywhere, $n_0v'$ would be constant. It is zero at the walls because $n_0$ is, and $n_0>0$ inside, so $v'$ would be zero. This is the first step of the Runge-Gross argument: it examines the moment of switching on, before any balancing flux has developed.

**Same initial state: the dressed state.** With the drive on, there is no first-order density change. With the drive off, the admixtures (10) stay constant in $c_{ia}$ and

$$
\delta n=2\sum_{ia}c_{ia}(0)\,\varphi_i\varphi_a\cos\Omega_{ia}t=-\sum_{ia}C_{ia}v_{ia}\varphi_i\varphi_a\cos\Omega_{ia}t,
$$

the negative of (11), hence nonzero. The density again distinguishes the two potentials.

**Slow switching.** One might try to reach the silent motion from the ground state with $v\,e^{\eta t}\cos\omega_0t$, $\eta>0$, started in the remote past. This replaces $\omega$ by $z=\omega_0+i\eta$ in $C_{ia}$. If the response vanished, so would $\sum2\Omega_{ia}v_{ia}^2/(\Omega_{ia}^2-z^2)$. But

$$
\mathrm{Im}\,\frac1{\Omega_{ia}^2-z^2}=\frac{2\omega_0\eta}{|\Omega_{ia}^2-z^2|^2}>0,
$$

so every $v_{ia}$ would have to vanish, and $v$ would be constant. For small $\eta$, the response is its zero value at $\omega_0$ plus a term proportional to $\eta$. With this exponential envelope, silence is approached only as the switching becomes infinitely slow. Other envelopes can reach the silent motion in a finite time. All $\Omega_{ia}$ are integer multiples of $E_1/\hbar$, so let the drive be switched on in steps of weight $w_j$ at times $t_j=2\pi j\hbar/E_1$, where $e^{i\Omega_{ia}t_j}=1$. Each step subtracts $w_j$ times the value of (1) at $t_j$, and these constants cancel for every transition if $\sum_jw_je^{i\omega_0t_j}=0$; with $\sum_jw_j=1$, three steps suffice. For $j=0,1,2$ the weights are $0.324$, $0.352$ and $0.324$. The first-order density change then vanishes identically after the last step. Before it, the change vanishes only at isolated instants such as the multiples of $\pi\hbar/2E_1$, and just after the first step (12) applies with weight $w_0$, so the theorem is again respected.

What does fail is inversion at a single real frequency: at $\omega_0$, the potentials $0$ and $v$ have the same steady linear response, so the density-response operator has no inverse there. The theorem concerns an initial-value problem and does not promise one.

### (e) Numbers for a 1 nm box

For the electron mass and $L=1$ nm, $E_1=0.37603$ eV. The numbers below belong to the noninteracting model with infinitely high walls. The Coulomb scale $e^2/4\pi\varepsilon_0L=1.44$ eV is about $3.8E_1$, comparable with the transition energies, so they are not predictions for real confined electrons. Solving (6) numerically, with the network cut at $k=80$, gives

$$
\nu_0=12.6588,\qquad\hbar\omega_0=12.6588\times0.37603\ \text{eV}=4.760\ \text{eV}.
$$

The drive period is 0.869 fs. The null lies just above the transition $2\to4$ at 4.512 eV and well below $1\to5$ at 9.025 eV. As a check on (5), $\nu_0^2=160.24$ gives

$$
\frac{R_2}{E_1}=\frac{160.24-64}{16}+\frac{160.24-144}{24}=6.015+0.677=6.692,
$$

equal to the computed $R_{\rm rest}/E_1=6.692$.

Scaled to a peak of 1 meV at the box centre, the first coefficients are

| $k$ | 2 | 4 | 6 | 8 | 10 | 12 |
|---|---|---|---|---|---|---|
| $v_k$ (meV) | −0.1643 | 0.4010 | −0.2279 | 0.1126 | −0.0525 | 0.0236 |

Node 2 divides the potential difference between nodes 4 and 6 in proportion to the two resistances: $v_2=v_6+(v_4-v_6)(0.677/6.692)=-0.2279+0.6289\times0.1012=-0.164$ meV, as listed. At $k=30$ the tail factor of $v_k/k$ is $-0.381$, close to the limit (8). In space, $v$ is a central peak with a trough on either side, deepest ($-0.375$ meV) near $x=0.307L$ and $0.693L$; other values are $-0.182$ meV at $x=0.375L$, $-0.308$ meV at $0.25L$ and $+0.085$ meV at the walls.

An independent solution of the first-order orbital equations on a finite-difference grid of 4000 points leaves a largest steady response of $4\times10^{-9}$ nm⁻¹ for this $v$; the exact first-order value is zero, so this is numerical residue. A plain potential of 1 meV times $\cos(2\pi x/L)$ at the same frequency gives $3.2\times10^{-3}$ nm⁻¹.

The statements of part (d) take the following values, each being the largest density change found at the sampled times over three drive periods.

- Ground state, drive switched on suddenly: $3.68\times10^{-4}$ nm⁻¹ at first order.
- Dressed state, drive off: $3.68\times10^{-4}$ nm⁻¹, with the sign reversed at each point and time to within $10^{-4}$ of that maximum.
- Dressed state, drive on: $8.07\times10^{-8}$ nm⁻¹. Halving the drive, and the dressing with it, gives $2.02\times10^{-8}$ nm⁻¹.

These are maxima over 61 sampled times; denser sampling raises $3.68\times10^{-4}$ to $3.69\times10^{-4}$ nm⁻¹ and $8.07\times10^{-8}$ to $8.13\times10^{-8}$ nm⁻¹. The dressed state used here consists of the first-order orbitals (10), orthonormalized; the second-order value refers to this choice. The last ratio is 4.00, so the remaining change is of second order in the drive. The cancellation is a first-order result; at finite strength the driven dressed system does change its density slightly.

For slow switching with $\hbar\eta=7.52$ meV the response amplitude, apart from the factor $e^{\eta t}$, is $6.05\times10^{-6}$ nm⁻¹. At $\hbar\eta=3.76$ meV it is $3.03\times10^{-6}$ nm⁻¹: half the rate, half the response. The numerical check also covers the force balance of part (c), the early-time law (12) and the absence of lower nulls at a set of sampled frequencies.

## Table of computed values

```
box length L = 1.0 nm, peak potential = 1.0 meV
E1 = 0.376030 eV
null frequency hbar*w0/E1 = 12.65875489
null photon energy hbar*w0 = 4.76007 eV
null angular frequency w0 = 7.23182e+15 rad/s
drive period = 0.86882 fs
transition 2->3: 5 E1 = 1.8802 eV
transition 1->3: 8 E1 = 3.0082 eV
transition 2->4: 12 E1 = 4.5124 eV
transition 1->5: 24 E1 = 9.0247 eV
at w=12: rest conductance = 0.14468 /E1
at w=12: short-circuit bound = 0.14902 /E1
at w=12: node-2 magnitude = 0.20000 /E1
at w0: R_rest = 6.692091 E1
at w0: R2 = 6.692091 E1
v_2 = -0.164293 meV
v_4 = +0.401046 meV
v_6 = -0.227905 meV
v_8 = +0.112628 meV
v_10 = -0.052452 meV
v_12 = +0.023585 meV
v_14 = -0.010354 meV
v_16 = +0.004467 meV
tail factor of v_k/k at k=30: -0.38073
tail factor, limit: -0.38197
v(x=0.000 L) = +0.08538 meV
v(x=0.125 L) = -0.03462 meV
v(x=0.250 L) = -0.30822 meV
v(x=0.375 L) = -0.18197 meV
v(x=0.500 L) = +1.00000 meV
positive eigenvalues just below w0: 3
positive eigenvalues just above w0: 2
grid response to v at w0, max = 4.11e-09 /nm
grid response to 1 meV cos(2 pi x/L) = 3.227e-03 /nm
force balance, relative residue = 1.2e-11
early-time law at t = 8.75e-04 fs: error 3.4e-04
sudden switch-on, max first-order dn = 3.6797e-04 /nm
  dn near centre at t = 0.2172 fs: -3.016e-04 /nm
  dn near centre at t = 0.4344 fs: +3.209e-04 /nm
  dn near centre at t = 0.8688 fs: +3.241e-04 /nm
  dn near centre at t = 1.7376 fs: +3.169e-05 /nm
  dn near centre at t = 2.6065 fs: -2.923e-04 /nm
dressed start, driven: max dn = 8.070e-08 /nm
dressed start, half drive: max dn = 2.017e-08 /nm
ratio of the last two = 4.0004
dressed start, no drive: max dn = 3.6795e-04 /nm
its mismatch with minus switch-on dn = 7.4e-05 (relative)
slow switching hbar*eta = 7.521 meV: dn amplitude 6.050e-06 /nm
slow switching hbar*eta = 3.760 meV: dn amplitude 3.026e-06 /nm
```
